# Dirac delta potential in one dimension: squeezed wells versus averaging

**Question**

For the Schrödinger equation with \(V=-\lambda\delta(x)\) I integrate across the origin and get a jump in \(\psi'\) proportional to \(\psi(0)\). I tried the same for the one-dimensional Dirac equation. It is first order, so the spinor itself jumps and \(\psi(0)\) is ambiguous. I used the symmetric choice
\[ \int\delta(x)\psi(x)\,dx=\tfrac12\left[\psi(0^+)+\psi(0^-)\right]. \]
To check it I solved the equation numerically for narrower and deeper wells of fixed area. The bound level and the transmission converge, and different well shapes give the same limit, but it is not the one my rule gives. At weak coupling the two agree. Is the averaging rule wrong? What is the matching condition for the squeezed well, and does averaging describe any physical limit?

**Answer**

The averaging rule is a consistent point interaction, but, apart from the isolated strengths where \(\tan(g/2)=g/2\) (see (5)), it is not the limit of local wells of the same area. Both conditions rotate the spinor at the origin. With \(g=\lambda/\hbar c\), squeezed local wells rotate it by \(g\), and averaging rotates it by \(2\arctan(g/2)\), which is the limit of a nonlocal separable potential.

### Conventions and first-order form

In atomic units (\(\hbar=1\)) take
\[ H=c\,\sigma_y p+\Delta\,\sigma_z+V(x),\qquad \psi=(u,v)^T,\qquad p=-i\,d/dx . \]
For the electron \(\Delta=c^2\); for a gapped two-band model \(c\) and \(\Delta\ge0\) are parameters. Define
\[ J=i\sigma_y=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad J^2=-1,\qquad R(\theta)=e^{\theta J}=\cos\theta+J\sin\theta . \]
\(R\) is real and orthogonal, and \(R(a)R(b)=R(a+b)\). Since \(\sigma_y p=-J\,d/dx\), the eigenvalue equation is \(-cJ\psi'+\Delta\sigma_z\psi+V\psi=E\psi\). Multiply from the left by \(J\), and use \(J^2=-1\) and \(J\sigma_z=-\sigma_x\):
\[ \psi'=\Big[A-\frac{V}{c}J\Big]\psi,\qquad A=\frac{EJ+\Delta\sigma_x}{c}=\frac1c\begin{pmatrix}0&E+\Delta\\ \Delta-E&0\end{pmatrix}. \tag{1} \]
\(A^TA\) is diagonal with entries \((E\mp\Delta)^2/c^2\), so the spectral norm is \(\|A\|=(|E|+\Delta)/c\).

The well is \(V=-gc\,f_w(x)\), with \(f_w\) real, integrable, zero outside an interval of width \(w\), of either sign inside, and \(\int f_w\,dx=1\). Its running integral \(F(x)=\int^x f_w\) goes from 0 to 1. Write \(\psi_-\) and \(\psi_+\) for the spinor at the left and right edges. Equation (1) becomes \(\psi'=[A+g f_wJ]\psi\).

### What averaging gives

Integrate across the origin, drop the bounded term \(A\psi\) because the interval shrinks, and insert the rule:
\[ \psi_+-\psi_-=gJ\,\tfrac12(\psi_++\psi_-)\quad\Rightarrow\quad (1-\tfrac g2J)\psi_+=(1+\tfrac g2J)\psi_- . \]
Because \((1-\tfrac g2J)(1+\tfrac g2J)=1+g^2/4\), the inverse of \(1-\tfrac g2J\) is \((1+\tfrac g2J)/(1+g^2/4)\), and
\[ \psi_+=\frac{(1+\tfrac g2J)^2}{1+g^2/4}\psi_-=\left[\frac{4-g^2}{4+g^2}+\frac{4g}{4+g^2}J\right]\psi_- . \]
With \(\tan\alpha=g/2\) the two coefficients are \(\cos2\alpha\) and \(\sin2\alpha\). Hence
\[ \psi_+=R(\theta_{\rm av})\psi_-,\qquad \theta_{\rm av}=2\arctan(g/2)=g-\frac{g^3}{12}+O(g^5), \tag{2} \]
from \(\arctan y=y-y^3/3+\dots\).

Any condition \(\psi_+=R(\theta)\psi_-\) is self-adjoint. Integration by parts on the two half-lines leaves, in \(\langle\chi,H\psi\rangle-\langle H\chi,\psi\rangle\), the boundary term \(c(\chi_+^\dagger J\psi_+-\chi_-^\dagger J\psi_-)\). With \(\psi_+=R\psi_-\) and \(JR=RJ\) it equals \(c(\chi_+^\dagger R-\chi_-^\dagger)J\psi_-\). This vanishes for every \(\psi_-\) if and only if \(R^T\chi_+=\chi_-\), that is \(\chi_+=R\chi_-\): the adjoint carries the same condition. Current conservation therefore cannot decide between angles, and the angle has to come from a limit.

### The limit of local wells

Remove the large term by writing \(\psi(x)=R(gF(x))\,\varphi(x)\). Since \(\frac{d}{dx}R(gF)=gf_wJ\,R(gF)\), the term \(gf_wJ\psi\) cancels between the two sides of (1), leaving
\[ \varphi'=B\varphi,\qquad B(x)=R(-gF)\,A\,R(gF). \]
The rotations are orthogonal, so \(\|B\|=\|A\|\) however deep the well is. Iterating \(\varphi(x)=\psi_-+\int^x B\varphi\) gives the Dyson series, whose \(n\)-th term is an integral over an ordered region of volume \(w^n/n!\) and has norm at most \(\xi^n/n!\), with \(\xi=w(|E|+\Delta)/c\). At the right edge \(F=1\), so the transfer matrix defined by \(\psi_+=T_w\psi_-\) is \(R(g)\) times that series, and
\[ \|T_w-R(g)\|\le e^{\xi}-1 . \tag{3} \]
At fixed \(E\) and \(w\to0\),
\[ \psi_+=R(g)\,\psi_- \tag{4} \]
for every profile in the stated class. The shape enters through the leading correction. \(J\) commutes with \(R\), and \(\sigma_x\) anticommutes with \(J\), so \(R(-\phi)\sigma_x=\sigma_xR(\phi)\) and \(B=[EJ+\Delta\sigma_xR(2gF)]/c\). Then
\[ T_w=R(g)\Big[1+\frac wc\big(EJ+\Delta\sigma_x\langle R(2gF)\rangle\big)\Big]+\text{remainder}, \]
where \(\langle\cdot\rangle\) is the mean over the width and the remainder has norm at most \(e^\xi-1-\xi\). For \(\Delta=0\), \(B=EJ/c\) is constant and \(T_w=R(g+Ew/c)\) at any width. In that case \(R(Ew/c)=e^{Aw}\) is free propagation across the width and commutes with \(R(g)\), so the massless well acts exactly as the point interaction (4). For \(\Delta>0\), bound (3) guarantees the point-interaction picture when \(\xi\ll1\), that is \(w\ll c/(|E|+\Delta)\); for a well of fixed width, (3) no longer guarantees a small error once \(|E|\) reaches \(c/w\), where the bound is of order one or larger.

Bound (3), the first-order form with its remainder bound, and the massless identity were tested by direct integration of (1) for four profiles on \(s\in[0,1]\): a square, \(2\sin^2\pi s\) (called cos² below, from its centred form), a ramp \(2s\), and the sign-changing \(1+4\sin2\pi s\).

### The step where averaging departs from the well

The integrated equation \(\psi_+-\psi_-=gJ\int f_w\psi\,dx+O(\xi)\) is correct. The value of the integral is what matters. In the limit \(\psi(x)=R(gF)\psi_-\) inside the well, and \(R(gF(x))\,f_w(x)\) is the derivative of \(\int_0^{F(x)}R(gs)\,ds\), also where \(f_w\) changes sign. Put \(s=\tfrac12+\tau\); the part of \(R(g\tau)\) odd in \(\tau\) integrates to zero, so
\[ \int f_w\psi\,dx=\int_0^1R(gs)\,ds\;\psi_-=R(g/2)\int_{-1/2}^{1/2}\cos g\tau\,d\tau\;\psi_-=\frac{\sin(g/2)}{g/2}R(g/2)\psi_- . \]
The average of the end values is
\[ \tfrac12[1+R(g)]\psi_-=\tfrac12[R(-g/2)+R(g/2)]R(g/2)\psi_-=\cos(g/2)\,R(g/2)\psi_- . \]
A real spinor travels along an arc of a circle. The potential weights the whole arc, while averaging takes the midpoint of the chord. The two vectors lie on one line, and their ratio is \(\tan(g/2)/(g/2)\). The correct jump condition in terms of the average is therefore
\[ \psi_+-\psi_-=g'J\,\tfrac12(\psi_++\psi_-),\qquad g'=2\tan(g/2), \tag{5} \]
valid for \(g\) not an odd multiple of \(\pi\), where the average vanishes and \(g'\) diverges.

The same discrepancy appears in powers of \(F\). Here \(\int f_wF^n\,dx=1/(n+1)\), whereas treating \(F^n\) as the step function \(\Theta=\Theta^n\) and averaging assigns \(1/2\) to each \(n\ge1\). The values agree for \(n=1\). For \(n=2\) the term \((gJ)^2F^2/2\) of the exponential contributes a difference \(-\tfrac{g^2}{2}(\tfrac13-\tfrac12)=g^2/12\), and multiplication by \(gJ\) gives the \(g^3/12\) of (2).

### What averaging is the limit of

Replace the local potential by the rank-one (per spinor component) operator \((V\psi)(x)=-gc\,f_w(x)\int f_w\psi\,dy\), which is Hermitian for real \(f_w\). Equation (1) becomes \(\psi'=A\psi+gf_wJa\), with the constant spinor \(a=\int f_w\psi\). With \(U(x)=e^{Ax}\), \(x\) measured from the left edge, the solution is \(\psi=U(x)\psi_-+g\int^xU(x-y)f_w(y)\,dy\,Ja\). Inside the well \(\|U-1\|\le e^\xi-1\), so for a fixed shape being squeezed (\(\int|f_w|\) constant)
\[ \psi(x)\to\psi_-+gF(x)Ja . \]
The spinor now moves along the straight chord. Multiply by \(f_w\) and integrate, with \(\int f_wF=\tfrac12[F^2]_0^1=\tfrac12\):
\[ a=\psi_-+\tfrac g2Ja,\qquad \psi_+=\psi_-+gJa\quad\Rightarrow\quad a=\tfrac12(\psi_++\psi_-). \]
The matrix \(1-\tfrac g2J\) is invertible for all real \(g\), so the \(O(\xi)\) corrections stay small. Averaging holds here for every shape, and the limit is (2). This was tested on the integro-differential equation for the same four profiles.

The two families also compose differently. Two adjacent local deltas give \(R(g_2)R(g_1)=R(g_1+g_2)\), as the sum of two potentials should. Averaged deltas add their arctangents. Split the strength into \(N\) adjacent averaged deltas of \(g/N\); by (2) the angle is
\[ 2N\arctan\frac{g}{2N}=g-\frac{g^3}{12N^2}+\dots\ \to\ g . \]
The averaging rule has the form of one trapezoidal step for \(d\psi/ds=gJ\psi\) across the whole well, and \(N\) such steps converge to the local result.

### Scattering for a general angle

Let \(\psi_+=R(\theta)\psi_-\), \(|E|>\Delta\), \(P=\sqrt{E^2-\Delta^2}\), \(\kappa=\sqrt{(E-\Delta)/(E+\Delta)}>0\). For \(V=0\) the first row of (1) is \(u'=(E+\Delta)v/c\), so \(u=e^{ikx}\) has \(v=i\kappa u\) with \(k=\kappa(E+\Delta)/c\). The current is \(c\psi^\dagger\sigma_y\psi=2c\,\mathrm{Im}(u^*v)\), so \((1,i\kappa)\) moves right and \((1,-i\kappa)\) moves left for either sign of \(E\); for \(E<-\Delta\) the right-mover has \(k<0\). Then \(\psi_-=(1+r,\ i\kappa(1-r))\), \(\psi_+=t(1,i\kappa)\), and \(\psi_-=R(-\theta)\psi_+\) reads
\[ 1+r=t(\cos\theta-i\kappa\sin\theta),\qquad i\kappa(1-r)=t(\sin\theta+i\kappa\cos\theta). \]
Divide the second by \(i\kappa\): \(1-r=t(\cos\theta-i\kappa^{-1}\sin\theta)\). The sum gives \(2=t[2\cos\theta-i(\kappa+\kappa^{-1})\sin\theta]\) and the difference gives \(2r=it(\kappa^{-1}-\kappa)\sin\theta\). Since \(\kappa+\kappa^{-1}=(|E-\Delta|+|E+\Delta|)/P=2|E|/P\),
\[ t=\frac1{\cos\theta-i(|E|/P)\sin\theta},\qquad |t|^2=\frac1{1+(\Delta/P)^2\sin^2\theta}, \tag{6} \]
where \(\cos^2\theta+(E^2/P^2)\sin^2\theta=1+(E^2/P^2-1)\sin^2\theta\) and \(E^2-P^2=\Delta^2\) were used.

For the local limit, \(\theta=g\): the transmission is periodic in \(g\), even in \(g\), and equal to 1 at \(g=n\pi\) for every \(|E|>\Delta\). A square profile shows the connection with the Klein paradox. Inside it the wave number is \(\sqrt{(E-V)^2-\Delta^2}/c\), real once \(|E-V|>\Delta\). A barrier higher than \(E+\Delta\) is thus crossed by oscillating waves belonging to the raised lower continuum. As \(w\to0\) the wave number tends to \(|V|/c=|g|/w\), and the accumulated phase is \(|g|\) for well and barrier alike. At \(g=n\pi\), \(R=(-1)^n\).

For averaging, \(|\theta_{\rm av}|<\pi\), so for \(\Delta>0\) and \(g\neq0\) full transmission is never reached; at fixed \(E\) it is approached as \(g\to0\) and as \(|g|\to\infty\). Both rules have the same minimum \(1/(1+\Delta^2/P^2)=P^2/E^2\) at \(\theta=\pi/2\), reached first at \(g=\pi/2\) (local) and at \(g=2\) (averaging). For \(\Delta=0\), \(P=|E|\) and \(t=e^{i\theta}\): there is no reflection under either rule, and the transmitted phase carries the difference.

### Bound state

For \(|E|<\Delta\) let \(q=\sqrt{\Delta^2-E^2}/c\) and \(\beta=\sqrt{(\Delta-E)/(\Delta+E)}>0\). From \(v=cu'/(E+\Delta)\), the solution \(e^{qx}\) on the left has spinor \((1,\beta)\) and \(e^{-qx}\) on the right has \((1,-\beta)\). Now \(R(\theta)(1,\beta)^T=(\cos\theta+\beta\sin\theta,\ -\sin\theta+\beta\cos\theta)^T\), and its second component must be \(-\beta\) times its first:
\[ \beta^2\sin\theta+2\beta\cos\theta-\sin\theta=\sin\theta\,\big(\beta-\tan\tfrac\theta2\big)\big(\beta+\cot\tfrac\theta2\big)=0 . \]
The factorization follows from \(\cot\tfrac\theta2-\tan\tfrac\theta2=2\cot\theta\). The roots have product \(-1\), so one is positive. Inverting the definition of \(\beta\) gives \(E=\Delta(1-\beta^2)/(1+\beta^2)\). For \(\sin\theta>0\), \(\beta=\tan\tfrac\theta2\) and \(E=\Delta\cos\theta\); for \(\sin\theta<0\), \(\beta=-\cot\tfrac\theta2\) and \(E=-\Delta\cos\theta\). Together,
\[ E_b=\Delta\cos\theta\;\mathrm{sgn}(\sin\theta), \tag{7} \]
and for \(\sin\theta=0\) the condition \(2\beta\cos\theta=0\) has no solution in the gap. The ratio \(u_+/u_-=\cos\theta+\beta\sin\theta\) is \(\cos\theta+2\sin^2\tfrac\theta2=+1\) in the first case and \(\cos\theta-2\cos^2\tfrac\theta2=-1\) in the second, so \(u\) is even or odd respectively.

Local wells: \(E_b=\Delta\cos g\) falls through the gap and reaches \(-\Delta\) as \(g\to\pi\); just above \(\pi\) a level with odd \(u\) enters from \(+\Delta\). Averaging with \(g>0\): \(\beta=g/2\) and \(E_b=\Delta(4-g^2)/(4+g^2)\), which stays above \(-\Delta\) at finite \(g\). Under \(g\to-g\), (7) gives \(E_b\to-E_b\), so a barrier binds too.

For \(0<g<\pi\) the local well binds more strongly, since \(\tan(g/2)>g/2\) and \(E_b\) decreases with \(\beta\). The reason is visible inside the well: with \(\beta=\tan(g/2)\), \(u=\cos gF+\beta\sin gF=\cos(gF-g/2)/\cos(g/2)\). This equals 1 at both edges and, for a non-negative profile, exceeds 1 between them, where the potential acts. The edge average misses the excess.

The separable result can be obtained independently in momentum space. From \((H_0-E)\psi=gc\,f_wa\), with \(H_0(k)=ck\sigma_y+\Delta\sigma_z\) and \(H_0^2=c^2k^2+\Delta^2\), the inverse is \((H_0+E)/(c^2k^2+\Delta^2-E^2)\). Projecting on \(f_w\), the term odd in \(k\) drops because \(|\hat f|^2\) is even for real \(f_w\), and \(a=gc(E+\Delta\sigma_z)I\,a\) with
\[ I=\int\frac{dk}{2\pi}\frac{|\hat f(k)|^2}{c^2(k^2+q^2)}>0 . \]
The lower component needs \(1=gc(E-\Delta)I\), impossible in the gap for \(g>0\). The upper one needs \(1=gc(E+\Delta)I\). For \(\hat f\to1\), \(I=1/(2c^2q)\); with \((E+\Delta)/(cq)=1/\beta\) this is \(\beta=g/2\) again.

### Weak coupling and the scalar delta

Expanding the two energies,
\[ \Delta-E_b=\frac{\Delta g^2}{2}\Big(1-\frac{g^2}{12}+\dots\Big)\ \text{(local)},\qquad \frac{2\Delta g^2}{4+g^2}=\frac{\Delta g^2}{2}\Big(1-\frac{g^2}{4}+\dots\Big)\ \text{(averaging)}. \]
The common prefactor is the Schrödinger value \(m\lambda^2/2\) with \(m=\Delta/c^2\), \(\lambda=gc\). That is the agreement seen at weak coupling: relative to the Schrödinger binding, the rules differ by \(g^2/6\) at leading order.

A delta in the mass term, \(\Delta\to\Delta+sc\,f_w\), puts \(sf_w\sigma_x\) in place of \(gf_wJ\). The local limit is \(e^{s\sigma_x}\), by the same substitution; \(e^{sF\sigma_x}\) is no longer orthogonal but stays bounded for a fixed shape, which suffices for convergence. Averaging gives \((1-\tfrac s2\sigma_x)^{-1}(1+\tfrac s2\sigma_x)\), whose eigenvalues on \(\sigma_x=\pm1\) are \(\big[(1+\tfrac s2)/(1-\tfrac s2)\big]^{\pm1}=e^{\pm2\,\mathrm{artanh}(s/2)}\) for \(|s|<2\). It is singular at \(|s|=2\), where the local limit is regular. At \(s=1\) the computed rapidities are 1.00000 (local) and 1.09861 (separable).

### Worked example

Take round model parameters, with \(\hbar\) restored by \(c\to\hbar c\): \(\hbar c=4.0\) eV Å, \(\Delta=0.20\) eV, \(g=2\), \(E=0.25\) eV. The strength is \(g\hbar c=8.0\) eV Å and the gap length is \(\hbar c/\Delta=20.0\) Å. The computed values are collected in the numerical output below; differences and estimates are worked out from them in the text.

Angles. Integration through a cos² profile of width \(10^{-6}\) Å gives 2.00000 rad for the local well and 1.57080 rad for the separable operator, equal to \(2\arctan1\). The arc mean has length \(\sin1=0.84147\), the chord midpoint \(\cos1=0.54030\), and their ratio is 1.55741. Averaging would reproduce this well with \(g'=2\times1.55741=3.11482\). For \(N=1,2,10\) averaged pieces the angle is 1.57080, 1.85459, 1.99337 rad. The last deficit, \(2-1.99337=0.00663\) rad, compares with the leading estimate \(8/1200=0.00667\) rad.

Transmission. \(P=\sqrt{0.25^2-0.20^2}=0.1500\) eV and \((\Delta/P)^2=1.7778\). With \(\sin^2 2=0.82682\), (6) gives \(1/(1+1.7778\times0.82682)=0.40487\) for the local limit and \(1/(1+1.7778)=0.36000\) for averaging, which at \(g=2\) sits at its minimum. The contrast is modest here because \(\sin^2\theta\) is near its maximum for both angles. At \(g=\pi\) the local well transmits 1.00000, while \(\theta_{\rm av}=2.00777\) rad, \(\sin^2\theta_{\rm av}=0.82090\) and \(|t|^2=1/(1+1.7778\times0.82090)=0.4066\). The separable transmission climbs to 0.79178 at \(g=10\) and 0.98262 at \(g=40\).

Bound level. Local: \(\beta=\tan1=1.55741\) (equal to the ratio above because \(g/2=1\)) and \(E_b=0.20\cos2=-0.08323\) eV \(=-0.003059\) hartree, with decay length 22.0 Å. Averaging: \(\beta=1\), \(E_b=0\) in either unit, decay length 20.0 Å.

Finite cos² wells, peak depth \(2g\hbar c/w\), with \(E_b\) from diagonalization of a staggered-grid Hamiltonian and the transfer matrix taken at \(E=0.25\) eV:

| \(w\) (Å) | depth (eV) | \(E_b\) (eV) | \(\lvert t\rvert^2\) | \(\lVert T_w-R(g)\rVert\) | bound (3) |
|---|---|---|---|---|---|
| 2.0 | 8.0 | −0.07378 | 0.44096 | 0.12871 | 0.25232 |
| 1.0 | 16.0 | −0.07848 | 0.42260 | 0.06613 | 0.11907 |
| 0.5 | 32.0 | −0.08086 | 0.41366 | 0.03352 | 0.05786 |

For \(w=1\) Å, \(\xi=1.0\times(0.25+0.20)/4.0=0.1125\) and \(e^\xi-1=0.11907\); the actual error is a little over half of this bound. The level lies 0.00945, 0.00475 and 0.00237 eV above the local limit, halving with \(w\) as a first-order correction does. Removing the linear term gives \(2(-0.08086)-(-0.07848)=-0.08324\) eV, against \(-0.08323\) eV from (7) and 0 from averaging. Shooting with \(T_w(E)\) agrees with the grid to within one unit of the last digit shown. The grid (step 0.005 Å) has a discretization error that grows with the depth of the well: at \(w=0.5\) Å shooting gives \(-0.08085\) eV, which changes the last offset to 0.00238 eV and the extrapolation to \(-0.08322\) eV, so the last digit of these two numbers is not significant. The separable operator with the same profiles transmits 0.37189, 0.36595, 0.36298, heading for 0.36000.

Separable level. For a Gaussian form factor of standard deviation \(\sigma\), \(|\hat f|^2=e^{-\sigma^2k^2}\). To first order in \(\sigma q\) the change in \(I\) comes from \(k\sim1/\sigma\gg q\):
\[ \delta I=-\frac1{\pi c^2}\int_0^\infty\frac{1-e^{-\sigma^2k^2}}{k^2}dk=-\frac{1}{\pi c^2}\int_0^\infty 2\sigma^2e^{-\sigma^2k^2}dk=-\frac{\sigma}{\sqrt\pi\,c^2}, \]
by parts. So \(\beta=\tfrac g2(1-2\sigma q/\sqrt\pi)\), and \(dE/d\beta=-4\Delta\beta/(1+\beta^2)^2=-\Delta\) at \(\beta=1\). For \(\sigma=0.10\) Å and \(q=1/20.0\) Å\(^{-1}\), \(E_b\approx0.20\times2\times0.005/\sqrt\pi=0.00113\) eV, the value found by quadrature; \(\sigma=0.05\) Å gives 0.00056 eV, and the linear extrapolation is 0.00000 eV.

Across \(g=\pi\). Shooting through a well of width \(10^{-6}\) Å gives \(-0.19800\) eV at \(g=3.0\), \(+0.19750\) eV at \(g=3.3\) and \(+0.13073\) eV at \(g=4.0\); averaging gives \(-0.07692\), \(-0.09255\) and \(-0.12000\) eV. On the grid, a well with \(g=4\), \(w=1\) Å has a single gap level at 0.12934 eV (0.12936 eV by shooting; the difference is the discretization error of the grid in this 32 eV deep well) with parity of \(u\) equal to \(-1.000\). The separable level at \(g=10\), \(\sigma=0.01\) Å is \(-0.18461\) eV, still inside the gap. The barrier \(g=-2\) binds at \(+0.08323\) eV.

Weak coupling. At \(g=0.1\) the Schrödinger binding is \(0.20\times0.01/2=0.0010000\) eV, the local one 0.0009992 eV and the averaged one 0.0009975 eV. The relative reduction of the local value divided by \(g^2\) is 0.0833, the coefficient \(1/12\).

To model a short-range electrostatic potential with \(w\ll c/(|E|+\Delta)\), use (4) with \(g=-\int V\,dx/\hbar c\), or keep the averaged form and insert \(g'\) from (5). This presumes that the Dirac equation holds inside the well. For a two-band model of a crystal, \(w\) must also be large compared with the lattice constant and \(|V|\) small compared with the bandwidth. The example, with \(\hbar c/(|E|+\Delta)=8.9\) Å and wells 0.5–2 Å wide and 8–32 eV deep, illustrates the continuum equation only. On a chain with a 2.5 Å two-site cell, on-site energies \(\pm\Delta\) and hopping \(\hbar c/a=1.6\) eV, a potential with \(g=2\) confined to about one cell binds at \(-0.081\) eV, at \(-0.193\) eV, or at both \(+0.0125\) and \(+0.195\) eV, depending on how it sits on the sites; there the angle has to come from the lattice model. Close to \(g=n\pi\) with \(n\neq0\), keep the finite width: the reflection given by (4) is itself small there, so corrections of order \(\xi\) to the transfer matrix can change it by a large factor, and they also shift the strength at which a level enters or leaves the gap. The same holds near \(g=0\) for a sign-changing potential whose running integral \(\int^xV\,dx/\hbar c\) reaches order one, since \(\langle R(2gF)\rangle\) then departs from 1. For \(V=-(\hbar c/w)(g+5\sin2\pi s)\) with \(w=0.5\) Å and \(E=0.25\) eV, the reflection at \(g=0.02\) is \(4.8\times10^{-3}\) against \(7.1\times10^{-4}\) from (4), and at \(g=0\) the potential still reflects and binds. If the short-range term is a separable operator, its strength goes into the averaged form unchanged.

## Table of computed values

```
hbar*c = 4.0 eV A, Delta = 0.20 eV, length hbar*c/Delta = 20.0 A
g = 2.0, strength g*hbar*c = 8.0 eV A, E = 0.25 eV
P = 0.1500 eV, k = 0.03750 1/A, (Delta/P)^2 = 1.7778
kappa = 0.33333
angle local (ODE, w = 1e-06 A) = 2.00000 rad
angle separable (same w) = 1.57080 rad
2 arctan(g/2) = 1.57080 rad; series coefficient of g^3 = 1/12
arc mean length = 0.84147, chord midpoint length = 0.54030
their ratio = 1.55741, g' = 2 tan(g/2) = 3.11482
sin^2(theta): local 0.82682, averaging 1.00000
N = 1 averaged deltas of g/N: angle = 1.57080 rad
N = 2 averaged deltas of g/N: angle = 1.85459 rad
N = 10 averaged deltas of g/N: angle = 1.99337 rad
cos2 w = 2.0 A: peak depth 8.0 eV, Eb grid -0.07378 eV, shoot -0.07378 eV
   |t|^2 local 0.44096, separable 0.37189
   |T-R(g)| = 0.12871, bound 0.25232
cos2 w = 1.0 A: peak depth 16.0 eV, Eb grid -0.07848 eV, shoot -0.07848 eV
   |t|^2 local 0.42260, separable 0.36595
   |T-R(g)| = 0.06613, bound 0.11907
cos2 w = 0.5 A: peak depth 32.0 eV, Eb grid -0.08086 eV, shoot -0.08085 eV
   |t|^2 local 0.41366, separable 0.36298
   |T-R(g)| = 0.03352, bound 0.05786
Eb grid extrapolated to w = 0: -0.08324 eV
Eb separable: sigma 0.10 A 0.00113 eV, sigma 0.05 A 0.00056 eV
Eb separable extrapolated: 0.00000 eV
Eb limit local = -0.08323 eV = -0.003059 hartree
Eb limit averaging = 0.00000 eV = 0.000000 hartree
beta: local 1.55741, averaging 1.00000
decay length: local 21.995 A, averaging 20.000 A
|t|^2 limit g = 2: local 0.40487, averaging 0.36000
|t|^2 at g = pi: local 1.00000, separable 0.40661
2 arctan(pi/2) = 2.00777 rad, sin^2 = 0.82090
minimum |t|^2 = 0.36000; separable g = 10: 0.79178, g = 40: 0.98262
g = 3.0: Eb local -0.19800 eV, averaging -0.07692 eV
g = 3.3: Eb local 0.19750 eV, averaging -0.09255 eV
g = 4.0: Eb local 0.13073 eV, averaging -0.12000 eV
g = -2.0: Eb local 0.08323 eV, averaging -0.00000 eV
separable g = 10, sigma 0.01 A: Eb = -0.18461 eV
grid g = 4, w = 1 A: Eb = 0.12934 eV, parity of u = -1.000
g = 0.1 binding: local 0.0009992 eV, Schroedinger 0.0010000 eV
g = 0.1 binding: averaging 0.0009975 eV; local coefficient 0.0833
scalar delta s = 1: rapidity local 1.00000, separable 1.09861
```
